# Small-polaron absorption: the Gaussian line shape and dc hopping conductivity: a program that tests the result

```python
"""Small-polaron absorption and dc hopping conductivity.

Result under test, to lowest order in the hopping amplitude J:
  sigma(E) = n e^2 a^2 (2 pi J^2 / hbar) S(E) (1 - exp(-E/kT)) / E
with photon energy E, carrier density n, site spacing a and line shape S.
For classical modes S is a Gaussian of mean lam = 4 Ea and variance
2 lam kT = 8 Ea kT; Ea is the hopping activation energy.
The dc limit is n e^2 a^2 k / kT, with k the rate to one neighbour.
Energies are in eV and times inside integrals in hbar/eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

KB = const.k / const.e
HBAR = const.hbar / const.e
LAM = 0.8
EA = LAM / 4
J = 0.005
SPACING = 4e-10
DENSITY = 1e26
CENTRE, HALF_WIDTH = 0.020, 0.010

# Semicircular distribution of lam over mode energies.
n_modes = 40
angles = np.arange(1, n_modes + 1) * np.pi / (n_modes + 1)
MODES = CENTRE + HALF_WIDTH * np.cos(angles)
SHARE = 2 / (n_modes + 1) * np.sin(angles) ** 2


def quantum_shape(energy, temp, scale=1.0):
    """Fourier integral of the displaced-oscillator correlation function."""
    w = MODES * scale
    hr = LAM * SHARE / w
    t = np.linspace(-200, 200, 1601)
    phase = np.outer(w, t)
    coth = 1 / np.tanh(w / (2 * KB * temp))
    log_f = -(hr * coth) @ (1 - np.cos(phase)) - 1j * (hr @ np.sin(phase))
    kernel = np.exp(1j * np.outer(np.atleast_1d(energy), t))
    return (kernel @ np.exp(log_f)).real * (t[1] - t[0]) / (2 * np.pi)


def gaussian(energy, variance):
    return np.exp(-(energy - LAM) ** 2 / (2 * variance)) / np.sqrt(
        2 * np.pi * variance)


def classical_shape(energy, temp):
    return gaussian(energy, 2 * LAM * KB * temp)


UNIT = DENSITY * SPACING ** 2 * const.e ** 2 / const.hbar / 100  # S/cm


def sigma(energy, temp):
    factor = -np.expm1(-energy / (KB * temp)) / energy
    return UNIT * 2 * np.pi * J ** 2 * factor * classical_shape(energy, temp)


def hop_rate(temp):
    kt = KB * temp
    return J ** 2 / HBAR * np.sqrt(np.pi / (4 * EA * kt)) * np.exp(-EA / kt)


def sigma_dc(temp):
    return (DENSITY * const.e ** 2 * SPACING ** 2 * hop_rate(temp)
            / (const.k * temp) / 100)


# Lattice energies: constrained minimum against vertical transfer energy.
rng = np.random.default_rng(4)
stiff_site = rng.uniform(0.5, 2, 6)
force_site = rng.uniform(0.2, 1, 6)
stiff = np.concatenate([stiff_site, stiff_site])
force1 = np.concatenate([force_site, np.zeros(6)])
force2 = np.concatenate([np.zeros(6), force_site])
relaxed = force1 / stiff


def lattice_energy(q, force):
    return 0.5 * np.sum(stiff * q ** 2) - force @ q


diff = force1 - force2
kkt = np.block([[np.diag(stiff), diff[:, None]],
                [diff[None, :], np.zeros((1, 1))]])
crossing = np.linalg.solve(kkt, np.append(force1, 0))[:12]
e_min = lattice_energy(relaxed, force1)
barrier = lattice_energy(crossing, force1) - e_min
vertical = lattice_energy(relaxed, force2) - e_min
assert abs(vertical - 4 * barrier) < 1e-10
assert abs(vertical + 2 * e_min) < 1e-10
# Gap variance per kT from the inverse stiffness matrix.
assert abs(diff @ np.linalg.solve(np.diag(stiff), diff)
           - 2 * vertical) < 1e-10

# Exact two-site, two-mode model: dipole absorption from eigenstates,
# against the sideband amplitude J/E and the line-shape formula.
# Energies here are in units of the single mode energy.
size, g, hop, kt_d = 18, 0.8, 1e-3, 0.6
b = np.diag(np.sqrt(np.arange(1, size)), 1)
one, num, disp = np.eye(size), np.diag(np.arange(size)), b + b.T
both = np.kron(num, one) + np.kron(one, num)
ham = (np.kron(np.eye(2), both)
       + g * np.kron(np.diag([1, 0]), np.kron(disp, one))
       + g * np.kron(np.diag([0, 1]), np.kron(one, disp))
       - hop * np.kron(np.array([[0, 1], [1, 0]]), np.eye(size ** 2)))
levels, vecs = np.linalg.eigh(ham)
prob = np.exp(-(levels - levels[0]) / kt_d)
prob /= prob.sum()
position = np.repeat([0.5, -0.5], size ** 2)
dipole2 = (vecs.T @ (position[:, None] * vecs)) ** 2
gaps = levels[None, :] - levels[:, None]
tt = np.arange(512) * 2 * np.pi / 512
f_t = np.exp(-2 * g ** 2 * ((1 - np.cos(tt)) / np.tanh(0.5 / kt_d)
                            + 1j * np.sin(tt)))
dimer_error = 0.0
for m in (1, 2, 3, 4):
    exact = np.sum(prob[:, None] * dipole2 * (abs(gaps - m) < 0.2))
    line = np.mean(np.exp(1j * m * tt) * f_t).real
    dimer_error = max(dimer_error, abs(exact / (hop ** 2 * line / m ** 2) - 1))
assert dimer_error < 2e-3, dimer_error

# Moments of the quantum line shape, cold and warm.
grid = np.linspace(-1.5, 3.5, 1001)
step = grid[1] - grid[0]
widths = {}
for temp in (10, 300):
    s = quantum_shape(grid, temp)
    mean = np.sum(s * grid) * step
    var = np.sum(s * (grid - mean) ** 2) * step
    expected = np.sum(LAM * SHARE * MODES / np.tanh(MODES / (2 * KB * temp)))
    assert abs(np.sum(s) * step - 1) < 1e-6
    assert abs(mean - LAM) < 1e-6 and abs(var - expected) < 1e-6
    widths[temp] = np.sqrt(var)

# Detailed balance, and dc response from biased hopping rates.
T0 = 300
KT0 = KB * T0
up, down = quantum_shape([0.1, -0.1], T0)
assert abs(down / up / np.exp(-0.1 / KT0) - 1) < 1e-8
s_zero = quantum_shape(0, T0)[0]
bias = 1e-3
up, down = quantum_shape([bias, -bias], T0)
assert abs((up - down) / bias / (s_zero / KT0) - 1) < 1e-3

# Quadratic expansion on the shifted contour.
d2 = np.sum(LAM * SHARE * MODES / np.sinh(MODES / (2 * KT0)))
exponent = np.sum(LAM * SHARE / MODES * np.tanh(MODES / (4 * KT0)))
s_shifted = np.exp(-exponent) / np.sqrt(2 * np.pi * d2)
assert abs(s_shifted / s_zero - 1) < 5e-3

# Approach to the classical Gaussian: error falls as mode energy squared.
deviation = {}
for scale in (1.0, 0.5, 0.25):
    ref = classical_shape(grid, T0)
    deviation[scale] = np.max(abs(quantum_shape(grid, T0, scale) - ref)
                              ) / ref.max()
assert 3.5 < deviation[0.5] / deviation[0.25] < 4.5
assert deviation[0.25] < 0.01

# Optical-to-dc relation and Arrhenius slope with slow quantum modes.
slow = 0.1
for e_ph in (0.2, 0.5, 0.8, 1.0):
    num_ratio = (quantum_shape(e_ph, T0, slow)[0]
                 * -np.expm1(-e_ph / KT0) / e_ph
                 / (quantum_shape(0, T0, slow)[0] / KT0))
    u = e_ph / (2 * KT0)
    formula = np.sinh(u) / u * np.exp(-e_ph ** 2 / (16 * EA * KT0))
    assert abs(num_ratio / formula - 1) < 0.01
logs = [np.log(quantum_shape(0, t, slow)[0] / (KB * t)) for t in (297, 303)]
slope = -(logs[1] - logs[0]) / (1 / (KB * 303) - 1 / (KB * 297))
assert abs(slope - (EA - 1.5 * KT0)) < 1e-3
assert abs(sigma(1e-7, T0) / sigma_dc(T0) - 1) < 1e-4

# Random walk: unit rate to each neighbour gives D = 1 in units k a^2.
sites = np.arange(-30, 31)
walk = np.diag(np.ones(60), 1) + np.diag(np.ones(60), -1)
walk -= np.diag(walk.sum(axis=0))
spread = expm(2.0 * walk)[:, 30] @ sites ** 2
assert abs(spread / (2 * 2.0) - 1) < 1e-8

# Maximum of the conductivity, and the condition for its existence.
peaks = {}
for temp in (200, 300, 600):
    found = minimize_scalar(lambda e: -np.log(sigma(e, temp)),
                            bounds=(0.4, 1.0), method="bounded",
                            options={"xatol": 1e-9})
    peaks[temp] = found.x
    closed = LAM / 2 * (1 + np.sqrt(1 - 8 * KB * temp / LAM))
    assert abs(found.x - closed) < 1e-4
e_grid = np.linspace(1e-3, 2, 4000) * LAM
below = np.argmax(sigma(e_grid, 0.98 * LAM / (6 * KB)))
above = np.argmax(sigma(e_grid, 1.02 * LAM / (6 * KB)))
assert below > 10 and above == 0

print(f"Vertical transfer energy lambda: {LAM:.3f} eV")
print(f"Polaron binding energy E_p: {LAM / 2:.3f} eV")
print(f"Activation energy E_a: {EA:.3f} eV")
print(f"Hopping amplitude J: {J:.4f} eV")
print(f"Site spacing a: {SPACING * 1e9:.2f} nm")
print(f"Carrier density n: {DENSITY / 1e6:.2e} cm^-3")
print(f"Carriers per site n a^3: {DENSITY * SPACING ** 3:.4f}")
print(f"Mode energies: centre {CENTRE:.3f}, half-width {HALF_WIDTH:.3f} eV")
for temp in (200, 300, 600):
    kt = KB * temp
    std = np.sqrt(8 * EA * kt)
    mobility = const.e * SPACING ** 2 * hop_rate(temp) / (const.k * temp)
    ratio = classical_shape(0, temp) / quantum_shape(0, temp)[0]
    print(f"--- T = {temp} K, kT = {kt:.5f} eV")
    print(f"Gaussian standard deviation: {std:.4f} eV")
    print(f"Gaussian full width at half maximum: "
          f"{std * np.sqrt(8 * np.log(2)):.4f} eV")
    print(f"Maximum of sigma at photon energy: {peaks[temp]:.4f} eV")
    print(f"Hopping rate k to one neighbour: {hop_rate(temp):.3e} s^-1")
    print(f"Mobility: {mobility * 1e4:.3e} cm^2/(V s)")
    print(f"dc conductivity: {sigma_dc(temp):.3e} S/cm")
    print(f"Conductivity at 4 E_a: {sigma(LAM, temp):.3e} S/cm")
    print(f"Conductivity at its maximum: {sigma(peaks[temp], temp):.3e} S/cm")
    print(f"Classical / quantum dc rate: {ratio:.4f}")
print("--- Checks and limits")
print(f"Quantum standard deviation at 300 K: {widths[300]:.4f} eV")
print(f"Quantum standard deviation at 10 K: {widths[10]:.4f} eV")
print(f"Classical standard deviation at 10 K: "
      f"{np.sqrt(2 * LAM * KB * 10):.4f} eV")
print(f"Largest line-shape error at 300 K, share of peak: "
      f"{deviation[1.0]:.4f}")
print(f"Same with mode energies halved: {deviation[0.5]:.4f}")
print(f"Same with mode energies quartered: {deviation[0.25]:.4f}")
print(f"Shifted-contour / quantum dc rate at 300 K: {s_shifted / s_zero:.5f}")
print(f"Quantum-width Gaussian at E=0 / quantum dc rate, 300 K: "
      f"{gaussian(0, widths[300] ** 2) / s_zero:.4f}")
print(f"Slope -d ln(sigma_dc)/d(1/kT) at 300 K, slow modes: {slope:.4f} eV")
print(f"E_a - 1.5 kT at 300 K: {EA - 1.5 * KT0:.4f} eV")
prefactor = hop_rate(T0) * np.exp(EA / KT0)
vibration = CENTRE / (2 * np.pi * HBAR)
print(f"Hopping prefactor at 300 K: {prefactor:.3e} s^-1")
print(f"Vibrational frequency of central mode: {vibration:.3e} s^-1")
print(f"Their ratio: {prefactor / vibration:.4f}")
print(f"Temperature above which no finite-frequency maximum: "
      f"{LAM / (6 * KB):.0f} K")
print(f"Two-site exact test, largest relative error: {dimer_error:.1e}")
print("all tests passed")
```

Running it gives:

```
Vertical transfer energy lambda: 0.800 eV
Polaron binding energy E_p: 0.400 eV
Activation energy E_a: 0.200 eV
Hopping amplitude J: 0.0050 eV
Site spacing a: 0.40 nm
Carrier density n: 1.00e+20 cm^-3
Carriers per site n a^3: 0.0064
Mode energies: centre 0.020, half-width 0.010 eV
--- T = 200 K, kT = 0.01723 eV
Gaussian standard deviation: 0.1661 eV
Gaussian full width at half maximum: 0.3910 eV
Maximum of sigma at photon energy: 0.7639 eV
Hopping rate k to one neighbour: 5.231e+06 s^-1
Mobility: 4.857e-07 cm^2/(V s)
dc conductivity: 7.781e-06 S/cm
Conductivity at 4 E_a: 1.837e-02 S/cm
Conductivity at its maximum: 1.879e-02 S/cm
Classical / quantum dc rate: 0.6958
--- T = 300 K, kT = 0.02585 eV
Gaussian standard deviation: 0.2034 eV
Gaussian full width at half maximum: 0.4789 eV
Maximum of sigma at photon energy: 0.7444 eV
Hopping rate k to one neighbour: 2.044e+08 s^-1
Mobility: 1.265e-05 cm^2/(V s)
dc conductivity: 2.027e-04 S/cm
Conductivity at 4 E_a: 1.500e-02 S/cm
Conductivity at its maximum: 1.553e-02 S/cm
Classical / quantum dc rate: 0.8914
--- T = 600 K, kT = 0.05170 eV
Gaussian standard deviation: 0.2876 eV
Gaussian full width at half maximum: 0.6773 eV
Maximum of sigma at photon energy: 0.6780 eV
Hopping rate k to one neighbour: 6.917e+09 s^-1
Mobility: 2.140e-04 cm^2/(V s)
dc conductivity: 3.429e-03 S/cm
Conductivity at 4 E_a: 1.061e-02 S/cm
Conductivity at its maximum: 1.144e-02 S/cm
Classical / quantum dc rate: 0.9834
--- Checks and limits
Quantum standard deviation at 300 K: 0.2086 eV
Quantum standard deviation at 10 K: 0.1265 eV
Classical standard deviation at 10 K: 0.0371 eV
Largest line-shape error at 300 K, share of peak: 0.0264
Same with mode energies halved: 0.0069
Same with mode energies quartered: 0.0017
Shifted-contour / quantum dc rate at 300 K: 0.99868
Quantum-width Gaussian at E=0 / quantum dc rate, 300 K: 1.2765
Slope -d ln(sigma_dc)/d(1/kT) at 300 K, slow modes: 0.1611 eV
E_a - 1.5 kT at 300 K: 0.1612 eV
Hopping prefactor at 300 K: 4.681e+11 s^-1
Vibrational frequency of central mode: 4.836e+12 s^-1
Their ratio: 0.0968
Temperature above which no finite-frequency maximum: 1547 K
Two-site exact test, largest relative error: 2.5e-06
all tests passed
```
